# Parity and phonon-assisted absorption at the indirect edge of germanium

## Problem

In germanium the valence band has its maximum at $\Gamma$ and the conduction band its minimum at $L$. A photon carries almost no crystal momentum, so absorption at this edge needs a phonon of wavevector $L$ as well. There are six such modes: one LA, one LO, and the doublets TA and TO.

1. Which of the four kinds of phonon can assist the transition between the two extrema, when the light acts through the electric dipole?
2. What becomes of the others when the electron ends slightly away from $L$?

Take as given that, without spin, the valence top is the triplet $\Gamma_{25'}$ and the conduction minimum the singlet $L_1$, both even under inversion about the centre of the bond along $[111]$. The lattice is ideal and one phonon takes part. Take also as given that germanium's longitudinal modes at $L$ are ordered as in a crystal whose bonds resist stretching much more than bending; the precise condition is found below.

For numbers, use a model diamond crystal with lattice constant $a=5.60$ Å, a local atomic potential given by a piecewise-linear form factor, plane waves of squared wavevector below $21\,(2\pi/a)^2$, an atomic mass of 70 u, and nearest-neighbour bonds with stretching stiffness $k_s=8.00$ eV/Å² and transverse stiffness $k_t=0.50$ eV/Å². These are round parameters, not a fit to germanium. The model supplies a $\Gamma_{25'}$ triplet and an $L_1$ state 0.8525 eV above it. This state is a local minimum but not the model's lowest conduction valley: on the line from $\Gamma$ to $X$ the conduction band lies lower. The model therefore serves to test the transition between the chosen pair of states, not to describe a complete absorption edge.

## First estimate by scaling

The algebra uses atomic units. Let $\mathbf p$ be the electron momentum, and let $D$ be the change of the crystal potential per unit atomic displacement. The transition goes through an intermediate state, so its amplitude per unit displacement has the size

$$A\sim\frac{p\,D}{\Delta E}.$$

The natural wavevector is $g=2\pi/a$. The momentum element is then $p\sim g$. Shifting a potential of strength $V$ that varies on the scale $1/g$ changes it by $D\sim gV$ per unit shift. The band separations are opened by the same potential, so take $\Delta E\sim V$. The potential cancels:

$$A\sim\frac{g\cdot gV}{V}=g^2 .$$

Define the strength $S$ of a branch as the sum of $|A|^2$ over the three valence states, the three light axes and the degenerate phonon partners. This gives $S\sim 9g^4$ for a single mode and $18g^4$ for a doublet. With $g=6.283/5.60=1.122$ Å⁻¹, $g^4=1.58$ Å⁻⁴, so

$$S_{LA}\sim S_{LO}\sim 14,\qquad S_{TA}\sim S_{TO}\sim 29\quad(\hbar^2/\text{Å}^4).$$

The squared zero-point displacement of a mode is proportional to $1/\omega$, so at low temperature the rate follows $S/\omega$. The estimate therefore favours the softest doublet, TA. It knows about sizes but not about symmetry, and cannot see that a matrix element vanishes.

## Exact solution

### The amplitude

Let $v$ be a valence state at $\Gamma$ and $c$ the conduction state at $L$, with energies $E_v$ and $E_c$. Let the photon have energy $\Omega$ and let a phonon of energy $\omega$ be emitted, so that $\Omega=E_c-E_v+\omega$.

If the light acts first, the intermediate state $n$ lies at $\Gamma$, and the second-order denominator is

$$E_v+\Omega-E_n=E_c-E_n+\omega .$$

If the phonon is emitted first, the intermediate state $m$ lies at $L$, and the denominator is

$$E_v-(E_m+\omega)=E_v-E_m-\omega .$$

For phonon absorption $\omega$ changes sign in both. When the denominators of the contributing states are large compared with $\omega$, it may be dropped there:

$$A=\sum_m\frac{\langle c|\mathbf p|m\rangle\langle m|D|v\rangle}{E_v-E_m}+\sum_n\frac{\langle c|D|n\rangle\langle n|\mathbf p|v\rangle}{E_c-E_n}.\tag{1}$$

The sums include occupied bands. For an occupied $m$, light first lifts its electron to $c$, and the electron from $v$ then fills the hole. The denominator is minus the one above, and the exchange of two electrons supplies a second minus sign, so the term keeps its form.

### Parity at $L$

Place the origin at the centre of a $[111]$ bond. The atoms sit at $\mathbf R\pm\boldsymbol\tau$, with $\mathbf R$ a lattice vector and $\boldsymbol\tau=a(1,1,1)/8$. Inversion $I$ about the origin exchanges the two sublattices, which carry identical atoms, and is a symmetry.

It turns $\mathbf L=(\pi/a)(1,1,1)$ into $-\mathbf L$. The two differ by $2\mathbf L=(2\pi/a)(1,1,1)$, a reciprocal-lattice vector, so they are the same point of the zone. Electron states and phonons at $L$ can therefore be given a parity, as at $\Gamma$. It also follows that $e^{2i\mathbf L\cdot\mathbf R}=1$, hence $e^{i\mathbf L\cdot\mathbf R}=\pm1$.

Write the displacement of atom $(\mathbf R,\pm)$ as $\mathbf w_\pm e^{i\mathbf L\cdot\mathbf R}$. Inversion carries atom $(\mathbf R,+)$ to the site $(-\mathbf R,-)$ and reverses its displacement. The image pattern $\mathbf w'$ obeys

$$\mathbf w'_-e^{-i\mathbf L\cdot\mathbf R}=-\mathbf w_+e^{i\mathbf L\cdot\mathbf R}
\quad\Rightarrow\quad \mathbf w'_-=-\mathbf w_+ .$$

In the same way $\mathbf w'_+=-\mathbf w_-$. Hence

$$\text{even: }\mathbf w_-=-\mathbf w_+,\qquad \text{odd: }\mathbf w_-=\mathbf w_+ .\tag{2}$$

In an odd mode the two atoms of the $[111]$ bond move together; in an even mode they move oppositely.

### The rule

Let the phonon have parity $\pi$. Inverting the displacements inverts the potential they produce, so $IDI^{-1}=\pi D$. Momentum is odd: $I\mathbf pI^{-1}=-\mathbf p$. The undisplaced Hamiltonian $H$ commutes with $I$, and so does $(E-H)^{-1}$. Both sums in (1) are elements of products of these operators:

$$A=\langle c|\mathbf p\,(E_v-H)^{-1}D|v\rangle+\langle c|D\,(E_c-H)^{-1}\mathbf p|v\rangle .$$

Insert $I^{-1}I$ between all factors. The outer states give $\pi_c\pi_v=(+1)(+1)$, the momentum gives $-1$ and the phonon gives $\pi$:

$$A=\pi_c\pi_v(-1)\pi A=-\pi A .\tag{3}$$

For an even phonon $A=-A$, so $A=0$. Each of the two time orders vanishes separately, whatever the intermediate bands. Restoring $\omega$ in the denominators changes nothing, since it only shifts the numbers $E_v$ and $E_c$ there. For an odd phonon (3) reads $A=A$ and imposes nothing.

Spin-orbit coupling commutes with inversion and the light operator remains odd, so the argument survives it. The numbers here are computed without spin.

### Which branches are odd

The names LA, LO, TA and TO refer to frequency, not parity, so the two must be connected. Let $\mathbf b$ be the unit vector of a bond and

$$\Phi_b=k_s\,\mathbf b\mathbf b^T+k_t(1-\mathbf b\mathbf b^T)$$

its stiffness matrix. A "+" atom has one bond along $\mathbf n=[111]$, to an atom of its own cell with phase $\eta=1$. Its three slanted bonds lead to cells such as $\mathbf R=a(0,1,1)/2$, for which $\mathbf L\cdot\mathbf R=\pi$ and $\eta=-1$. Its equation of motion is

$$M\omega^2\mathbf w_+=\sum_b\Phi_b(\mathbf w_+-\eta_b\mathbf w_-).$$

For the four tetrahedral directions $\sum_b\mathbf b\mathbf b^T=4/3$ times the unit matrix. Thus $\sum_b\Phi_b=s$ times the unit matrix, with

$$s=\tfrac43k_s+\left(4-\tfrac43\right)k_t=\tfrac43(k_s+2k_t).$$

The $[111]$ bond alone contributes $k_s$ for motion along $\mathbf n$ and $k_t$ for motion across it. The three slanted bonds together contribute the rest, $s-k_s$ or $s-k_t$.

In an even mode $\mathbf w_+-\eta\mathbf w_-=(1+\eta)\mathbf w_+$. The slanted bonds drop out and the $[111]$ bond counts twice:

$$M\omega^2=2k_s\ \text{(longitudinal)},\qquad M\omega^2=2k_t\ \text{(transverse)}.$$

In an odd mode the factor is $1-\eta$. The $[111]$ bond drops out and the slanted ones count twice:

$$M\omega^2=2(s-k_s)=\tfrac23(k_s+8k_t)\ \text{(longitudinal)},$$
$$M\omega^2=2(s-k_t)=\tfrac23(4k_s+5k_t)\ \text{(transverse)}.$$

For the transverse pair, odd minus even is $\frac43(2k_s+k_t)>0$. For the longitudinal pair, even minus odd is $\frac43(k_s-4k_t)$, positive if $k_s>4k_t$.

It remains to see that the lower mode at $L$ is the end of the acoustic branch. At $\mathbf q=t\mathbf L$ the three slanted bonds share the phase $e^{i\pi t}$. The longitudinal problem is a $2\times2$ matrix with diagonal $s$ and off-diagonal element $-(k_s+\ell e^{i\pi t})$, where $\ell=s-k_s$. Therefore

$$M\omega^2=s\mp\left|k_s+\ell e^{i\pi t}\right| .$$

At $t=0$ the lower root is $s-(k_s+\ell)=0$, the acoustic mode. For $0\le t\le1$ the roots can meet only at $t=1$ with $k_s=\ell$, that is, $k_s=4k_t$. Otherwise the lower branch is acoustic all the way. The transverse problem has the same form with $k_s$ replaced by $k_t$ and $\ell$ by $s-k_t>k_t$, so its roots never meet. Hence, for $k_s>4k_t$,

$$\text{LA and TO are odd},\qquad\text{TA and LO are even}.\tag{4}$$

In the usual labels these are $L_{2'}$ and $L_{3'}$ for LA and TO, $L_3$ and $L_1$ for TA and LO. In a crystal with $k_s<4k_t$ the names LA and LO would change places in (4), while the rule in terms of parity would stand. Real forces reach beyond nearest neighbours. For germanium the longitudinal order is therefore the premise stated in the problem, and the spring model shows what it means.

In the model $k_s/k_t=16$. The values of $M\omega^2$ are 1, 8, 16 and 23 eV/Å² for TA, LA, LO and TO. The energies are in the ratio of their square roots: from 0.00773 eV for TA follow $0.00773\sqrt8=0.0219$ eV for LA, 0.0309 eV for LO and 0.0371 eV for TO.

### Are the odd modes active?

Parity permits LA and TO, but another symmetry might still forbid them. The operations that keep the $[111]$ bond in place are the six permutations $P$ of the axes, each with or without inversion. A component of $A$ can be non-zero only if the product of light, valence triplet, phonon and conduction state contains an invariant. The number of invariants is the average of the product of characters over these twelve operations.

Under $P$, the vector $\mathbf p$ has character $\operatorname{tr}P$. So has $\Gamma_{25'}$, whose members transform like $yz,zx,xy$. The state $L_1$ has character 1. Averaging over inversion gives $(1-\pi)/2$, which repeats the parity rule. For odd phonons

$$N=\frac16\sum_P(\operatorname{tr}P)^2\chi_{ph}(P).$$

The trace is 3 for the identity, 1 for the three exchanges of two axes, and 0 for the two cyclic permutations. A longitudinal mode has $\chi_{ph}=1$ and a transverse doublet $\chi_{ph}=\operatorname{tr}P-1$, so

$$N_{LA}=\frac{9+3}{6}=2,\qquad N_{TO}=\frac{9\cdot2+3\cdot0}{6}=3 .$$

For LA the two constants are easy to display. With light along axis $j$ and valence state $k$ (numbered so that $yz$ belongs to $x$, and so on), permutation symmetry allows one value $\alpha$ for $j=k$ and another, $\beta$, for $j\ne k$. The strength is $S_{LA}=3|\alpha|^2+6|\beta|^2$. Symmetry does not fix the constants; that LA and TO are in fact active in the model is shown by the computed strengths below.

### The choice of bond

There are four bond directions, and the answer must not depend on which bond centre is used. Inversion about the centre of a slanted bond is $\mathbf r\to\mathbf R_0-\mathbf r$, with $e^{i\mathbf L\cdot\mathbf R_0}=-1$. This is $I$ followed by a translation through $\mathbf R_0$. The translation leaves states at $\Gamma$ alone and multiplies anything at $L$ by $-1$. The conduction state becomes odd, as the computed value $-1.000$ confirms, and every phonon at $L$ changes parity too. The product $\pi_c\pi$ in (3) is unchanged, and with it the rule.

### Away from $L$

Let the electron end at $\mathbf L+\boldsymbol\delta$, the hole staying at $\Gamma$, and keep an even displacement pattern fixed. Inversion takes $\mathbf L+\boldsymbol\delta$ to $-\mathbf L-\boldsymbol\delta$, equivalent to $\mathbf L-\boldsymbol\delta$. Choose the phases of the conduction states so that $I|c,\boldsymbol\delta\rangle=|c,-\boldsymbol\delta\rangle$. The steps that led to (3) now give

$$A(-\boldsymbol\delta)=-A(\boldsymbol\delta).$$

The expansion starts with a linear term, and $S\propto\delta^2$ unless its coefficient happens to vanish. The true phonon at $\mathbf L+\boldsymbol\delta$ also acquires an odd admixture of first order in $\delta$. This alters the coefficient but brings no constant term.

The spectrum near threshold follows by counting powers. Let $\epsilon$ be the photon energy above a one-phonon threshold, and let both band energies be quadratic in the distances of electron and hole from their extrema. Those distances scale as $\epsilon^{1/2}$. The two volume elements give $\epsilon^{3/2}\cdot\epsilon^{3/2}$, and energy conservation removes one power. Allowed absorption thus rises as $\epsilon^2$. A forbidden branch has an extra factor quadratic in the distances and rises as $\epsilon^3$. Both laws neglect the attraction between electron and hole.

### Where the rule fails

If the two atoms of the cell differ, as in zinc blende, inversion is lost. Only the permutations remain, and the count above gives two amplitudes for each longitudinal mode and three for each transverse doublet: all four branches become allowed. Homogeneous strain does not have this effect. Two identical atoms per cell always have an inversion centre midway between them, even after they shift relative to each other. Processes with two phonons, or with light acting beyond the dipole approximation, are outside (3).

## Comparison of the two

The strengths at the extrema were computed from (1) with plane waves. They were also found without perturbation theory: the cell is doubled, the atoms are frozen at a displacement of $5.6\times10^{-4}$ Å, and the momentum element between the new eigenstates is divided by the displacement.

| Branch | Scaling | From (1) | Frozen |
|---|---|---|---|
| TA | 29 | 0 | 0 |
| LA | 14 | 13.97 | 13.96 |
| LO | 14 | 0 | 0 |
| TO | 29 | 375.6 | 375.6 |

The unit is $\hbar^2/\text{Å}^4$. Both calculations leave the phonon energy out of the denominators, so the non-zero strengths are static-limit values. Restoring $\omega$ changes LA to 15.9 for phonon emission and 12.3 for absorption, and TO to 401 and 353; the zeros remain. The last digits also depend on the basis: raising the cutoff from 21 to $55\,(2\pi/a)^2$ moves LA to 13.93, TO to 376.2 and the gap, with all thresholds below, down by 0.0013 eV to 0.8512 eV. The zeros stand for printed values below $10^{-21}$, which is rounding error. It is larger in the frozen calculation because a rounding residue is divided there by the square of a small displacement.

The frozen crystal offers a second view of the rule. An even pattern leaves the displaced crystal symmetric under $I$. Its states keep their parity, and the momentum element between two even states is zero at finite displacement too, as long as the states can still be identified. The test was repeated successfully at a larger displacement.

The scaling estimate fails completely for TA and LO, where symmetry makes every term of (1) vanish: the momentum connects the even states only to odd intermediate states, and an even phonon only to even ones. For LA the static value agrees within a few per cent, which is luck: factors of order one were dropped throughout, and the two sums of (1), which alone would give 72 and 127, largely cancel. For TO it is too small by $375.6/28.5\approx13$. Nothing in the symmetry argument fixes this factor, and the computed totals do not show which intermediate states produce it.

The ranking by rate is overturned. With $S/\omega$, scaling would put TA above LA by $2\times0.02186/0.00773\approx5.7$. In fact TA is absent and TO leads:

$$\frac{S_{TO}/\omega_{TO}}{S_{LA}/\omega_{LA}}=\frac{375.6}{13.97}\cdot\frac{0.02186}{0.03706}\approx15.9 .$$

This ratio belongs to the model in the static limit (with $\omega$ restored it is 14.8 for emission and 16.9 for absorption) and is no prediction for germanium. In the model the lowest conduction state at $\Gamma$ lies 0.62 eV above $L_1$, in germanium only about 0.15 eV. That state is an intermediate state for LA, so in germanium its term is much larger, $\omega$ is less negligible, and the order of LA and TO found here need not hold. For the chosen pair of states, absorption with phonon emission sets in at $0.8525+0.0219=0.8744$ eV for LA and at 0.8896 eV for TO. With phonon absorption, which needs phonons already present, the thresholds are 0.8307 and 0.8155 eV.

Scaling can also be tried on the second question. If $g$ is the only wavevector scale, a forbidden strength should be smaller than an allowed one by $(\delta/g)^2$. At $\delta=0.00561$ Å⁻¹ this is $(0.0050)^2=2.5\times10^{-5}$ for LO relative to LA, and twice that for the TA doublet. The computed values, along one general direction and with fixed patterns, are $2.6\times10^{-2}$ for LO and $3.8\times10^{-3}$ for TA. Doubling $\delta$ multiplies the strengths by 3.94 and 3.97. The quadratic law holds, with small corrections of higher order, but in this direction its coefficient exceeds the estimate by factors of about 1000 and 80. The coefficient depends strongly on direction: along $[111]$ the fixed LO pattern gives only $1.6\times10^{-5}$, slightly below the estimate, and there the odd admixture of the true phonon lowers the TA strength about a hundredfold.

One term in (1) suggests part of the reason. Away from $L$ the state $m=c$ contributes, because $\langle c|\mathbf p|c\rangle$ is the band velocity, of size $\delta/m^*$, with $m^*$ the effective mass for the direction of $\boldsymbol\delta$. The term is

$$-\frac{\delta}{m^*}\,\frac{\langle c|D|v\rangle}{E_c-E_v},$$

and an even phonon can couple the even states $c$ and $v$ directly. It grows as the mass or the separation $E_c-E_v$ shrinks; the separation here is only 0.85 eV, and the model's mass is 0.087 electron masses across $[111]$ but 1.43 along it. In the direction used above this term alone gives a little over half of the LO and TA strengths; other intermediate states supply the rest. The numbers show that "forbidden" describes the extrema themselves, and that in directions across $[111]$ the wavevector over which the rule weakens can be much shorter than $2\pi/a$.

The remaining computed values are in the numerical output.

## Calculated quantities

```
lattice constant: 5.60 angstrom
form factor nodes, q^2 in (2pi/a)^2: [0.0, 3.0, 8.0, 11.0, 16.0]
form factor values, eV: [-8.0, -3.0, 0.2, 0.8, 0.0]
plane-wave cutoff: 21 (2pi/a)^2
plane waves at Gamma, at L: 113, 108
stiffness ks, kt: 8.00, 0.50 eV/angstrom^2
atomic mass: 70.0 u
gap from valence top at Gamma to L state: 0.8525 eV
parity of valence triplet, L state: +1.000, +1.000
same about a slanted bond: +1.000, -1.000
TA: energy 0.00773 eV, parity +1, independent amplitudes 0
TA: strength, sum over states 2.7468e-27 hbar^2/angstrom^4
TA: strength, frozen phonon   1.3109e-22 hbar^2/angstrom^4
LA: energy 0.02186 eV, parity -1, independent amplitudes 2
LA: strength, sum over states 1.3965e+01 hbar^2/angstrom^4
LA: strength, frozen phonon   1.3963e+01 hbar^2/angstrom^4
LO: energy 0.03091 eV, parity +1, independent amplitudes 0
LO: strength, sum over states 4.5458e-26 hbar^2/angstrom^4
LO: strength, frozen phonon   3.8241e-22 hbar^2/angstrom^4
TO: energy 0.03706 eV, parity -1, independent amplitudes 3
TO: strength, sum over states 3.7559e+02 hbar^2/angstrom^4
TO: strength, frozen phonon   3.7557e+02 hbar^2/angstrom^4
frozen displacement: 5.60e-04 angstrom
TO/LA strength ratio with zero-point factor: 15.8621
LA thresholds, absorption and emission of phonon: 0.8307, 0.8744 eV
TO thresholds, absorption and emission of phonon: 0.8155, 0.8896 eV
distance delta from L: 0.00561 1/angstrom
TA: strength at delta 5.3731e-02 hbar^2/angstrom^4
TA: strength at 2 delta / at delta: 3.9689
TA: strength at delta relative to LA at L: 3.848e-03
LO: strength at delta 3.5905e-01 hbar^2/angstrom^4
LO: strength at 2 delta / at delta: 3.9443
LO: strength at delta relative to LA at L: 2.571e-02
```
